# Gravity-limited Asaro-Tiller-Grinfeld instability of a stressed crystal below its melt

A deep elastic crystal lies below its own melt, with which it can exchange matter by melting and freezing. It is squeezed or stretched along one horizontal direction. The problem is to find how large the stress must be before a flat interface becomes unstable, and which ripple appears first.

Let \(z\) point upward and let the interface be \(z=h(x,y)\). The crystal is isotropic, with Young's modulus \(E\) and Poisson ratio \(\nu\), where \(0\le\nu<1/2\). The solid and melt densities are \(\rho_s>\rho_l\), and \(\Delta\rho=\rho_s-\rho_l\). The interface energy \(\gamma\) is isotropic, the temperature is uniform and the melt is at rest. Stresses are counted as the excess over the hydrostatic stress \(-p\) set by the melt, positive in tension. In the flat state the excess is \(\sigma_{xx}=\sigma_0\) and \(\sigma_{zz}=0\), with no excess strain along \(y\). Strains and slopes are small, and the crystal is much thicker than the ripples are long. SI units suit this macroscopic problem.

## (a) What does it cost to raise the interface against gravity?

**Question.** Find the free energy needed to freeze unit volume of solid at height \(h\), if the unstressed phases coexist at \(z=0\).

**Solution.** At \(z=0\) the pressure is \(p_0\) and the chemical potentials per unit mass are equal, \(\mu_s=\mu_l\). The melt is in hydrostatic balance, so at height \(h\)

\[
p-p_0=-\rho_l g h .
\]

At fixed temperature \(d\mu=dp/\rho\) in each phase. With the densities taken as constant over this small pressure change,

\[
\mu_s-\mu_l=\left(\frac1{\rho_s}-\frac1{\rho_l}\right)(p-p_0)
=\frac{\rho_l-\rho_s}{\rho_s\rho_l}\,(-\rho_l g h)=\frac{\Delta\rho\, g h}{\rho_s}.
\]

Unit volume of solid has mass \(\rho_s\), so the cost is

\[
\rho_s(\mu_s-\mu_l)=\Delta\rho\, g h .
\]

The potential energy \(gz\) per unit mass is the same for both phases at the interface and cancels. Gravity acts through the pressure of the melt: higher up the pressure is lower, which favours the less dense phase. For \(h=1\) m, the densities of part (g), and bulk moduli of 10 GPa for the solid and 2 GPa for the melt, a numerical integration with compressible phases departs from \(\Delta\rho\,gh\) by 2 parts in \(10^5\); the departure shrinks in proportion to \(h\).

## (b) Where does the flat interface settle under stress?

**Question.** Find the condition for interface equilibrium, and the level of a flat interface under the stress \(\sigma_0\).

**Solution.** Let \(F[h]\) be the free energy with the remote strain held fixed. Its elastic part is the energy quadratic in the excess strain, because the term linear in strain, \(-p\,\mathrm{tr}\,\varepsilon\), is cancelled by the work done on the melt.

Suppose a thin layer \(\delta h\) is added. The elastic field already minimizes the energy for the given shape, so its readjustment changes the energy only at second order. What remains at first order is the energy density \(W\) of the new layer. The interface area contributes

\[
\gamma\int\sqrt{1+|\nabla h|^2}\,dx\,dy\simeq\text{const}+\frac{\gamma}{2}\int|\nabla h|^2dx\,dy ,
\]

whose variation is \(-\gamma\nabla^2h\) after an integration by parts. Together with part (a),

\[
\frac{\delta F}{\delta h}=W-\gamma\nabla^2h+\Delta\rho\,g h ,
\]

and equilibrium requires this to vanish.

For the flat state, \(\varepsilon_{yy}=(\sigma_{yy}-\nu\sigma_0)/E=0\) gives \(\sigma_{yy}=\nu\sigma_0\). Then

\[
\varepsilon_{xx}=\frac{\sigma_0-\nu\sigma_{yy}}{E}=\frac{(1-\nu^2)\sigma_0}{E},\qquad
W_0=\frac12\sigma_0\varepsilon_{xx}=\frac{(1-\nu^2)\sigma_0^2}{2E}.
\]

The \(y\) direction does no work, since its strain is zero. Setting \(W_0+\Delta\rho\,g h_0=0\) gives

\[
h_0=-\frac{W_0}{\Delta\rho\,g}.
\]

Stress of either sign makes the crystal melt back to a lower level. This value assumes that the melt pressure at \(z=0\) stays at \(p_0\), as when a wide reservoir holds the melt level. With a fixed amount of matter in an open vessel with vertical walls, melting raises the melt level and \(h_0\) is smaller by the factor \(\rho_l/\rho_s\); in a sealed rigid cell the pressure rises and the recession is far smaller still. Ripples have zero mean height, so the results for them do not depend on this choice. This is a shift of equilibrium and not yet an instability. From here on \(h\) is measured from \(h_0\), which removes \(W_0\) from the balance.

Two small effects have been dropped. The stress dilates the solid by

\[
\theta=\frac{1-2\nu}{E}(\sigma_{xx}+\sigma_{yy})=\frac{(1+\nu)(1-2\nu)\sigma_0}{E},
\]

which changes its density by this fraction. The buoyancy is unaffected if \(|\theta|\ll\Delta\rho/\rho_s\). Also, surface stress and the weight of the ripple load the solid slightly, and their coupling to \(\sigma_0\) corrects the capillary and gravity terms by a relative amount of order \(\sigma_0/E\).

## (c) How does a ripple redistribute the stress?

**Question.** For \(h=a\cos kx\) with \(ka\ll1\), find the tangential stress at the surface to first order in \(a\).

**Solution.** Write the stress as \(\sigma_0\) in the \(xx\) component plus a correction marked by a superscript 1. The surface normal is proportional to \((-h',0,1)\), and the excess traction must vanish:

\[
-h'(\sigma_0+\sigma^{1}_{xx})+\sigma^{1}_{xz}=0,\qquad
-h'\sigma^{1}_{xz}+\sigma^{1}_{zz}=0 .
\]

To first order these conditions can be imposed at \(z=0\):

\[
\sigma^{1}_{xz}=\sigma_0h'=-\sigma_0ka\sin kx,\qquad \sigma^{1}_{zz}=0 .
\]

The correction is a plane-strain field, obtained from an Airy function through \(\sigma^1_{xx}=\phi_{zz}\), \(\sigma^1_{zz}=\phi_{xx}\), \(\sigma^1_{xz}=-\phi_{xz}\), with \(\nabla^4\phi=0\). The solution of this period that decays downward is

\[
\phi=(A+Cz)e^{kz}\cos kx .
\]

At the surface \(\sigma^1_{zz}=-k^2A\cos kx\), so \(A=0\). The shear stress is then

\[
\sigma^1_{xz}=kC(1+kz)e^{kz}\sin kx ,
\]

and its surface value \(kC\sin kx\) must equal \(-\sigma_0ka\sin kx\). Hence \(C=-\sigma_0a\), and

\[
\sigma^1_{xx}=C(2k+k^2z)e^{kz}\cos kx\;\longrightarrow\;-2\sigma_0ka\cos kx\quad(z=0).
\]

Tilting the axes to follow the surface changes the tangential stress only at second order. It is therefore

\[
S=\sigma_0(1-2ka\cos kx).
\]

Crests are relaxed, because material there can expand or contract sideways; troughs concentrate the stress. A numerical solution on the actual wavy surface, with \(ka=0.01\), gives a first harmonic of \(-1.9998\) in units of \(\sigma_0ka\), against the first-order value \(-2\).

## (d) What is the energy of a ripple?

**Question.** Find the change of free energy per unit area, to second order in \(a\).

**Solution.** The surface is free of excess traction and the strain along \(y\) is fixed, so \(W\) has the form found in (b) with \(S\) in place of \(\sigma_0\):

\[
W=\frac{(1-\nu^2)S^2}{2E}\simeq W_0(1-4ka\cos kx)=W_0-Bk\,h,\qquad
B=4W_0=\frac{2(1-\nu^2)\sigma_0^2}{E}.
\]

Since \(-\gamma h''=\gamma k^2h\), the balance of part (b) becomes

\[
\frac{\delta F}{\delta h}=\left(\gamma k^2+\Delta\rho\,g-Bk\right)h .
\]

Let the amplitude grow from 0 to \(a\). The energy per area is the integral of this force times \(\cos kx\,da'\), averaged over \(x\). With \(\langle\cos^2kx\rangle=1/2\) and \(\int_0^a a'\,da'=a^2/2\),

\[
\Delta F=\frac{a^2}{4}\left(\gamma k^2+\Delta\rho\,g-Bk\right).
\]

The elastic part is \(-(1-\nu^2)\sigma_0^2ka^2/(2E)\). For \(\nu=0.3\) its coefficient is \(-0.45500\) in units of \(\sigma_0^2ka^2/E\). Direct integration of the energy density in the wavy solid gives \(-0.45497\).

The three powers of \(k\) have distinct origins. Gravity depends on height alone, capillarity on slope squared, and the elastic relaxation reaches to a depth of order \(1/k\) with strains of order \(ka\,\sigma_0/E\), which gives one power of \(k\).

## (e) Could an oblique ripple become unstable first?

**Question.** Let the wavevector make an angle \(\theta_k\) with \(x\). Find the new coefficient \(B(\theta_k)\) and its largest value.

**Solution.** Let \(X\) run along the wavevector and \(Y\) along the crests, and write \(c=\cos\theta_k\), \(s_\theta=\sin\theta_k\). The flat-state stresses that act on the sides of the ripple are

\[
\sigma_{kk}=\sigma_0(c^2+\nu s_\theta^2),\qquad \sigma_{kt}=-(1-\nu)\sigma_0\,s_\theta c .
\]

Nothing varies along \(Y\), so \(\varepsilon^1_{YY}=0\), and the first-order energy change at the surface is

\[
\delta W=\sigma_{kk}\,\varepsilon^1_{XX}+2\sigma_{kt}\,\varepsilon^1_{XY}.
\]

The first strain follows from (c): \(\varepsilon^1_{XX}=-2(1-\nu^2)\sigma_{kk}kh/E\). The second comes from a displacement \(u_Y\) along the crests, which obeys Laplace's equation. With shear modulus \(G=E/[2(1+\nu)]\), zero traction requires \(G\,\partial_zu_Y=\sigma_{kt}h'\) at the surface. For \(h=a\cos kX\),

\[
u_Y=-\frac{\sigma_{kt}a}{G}e^{kz}\sin kX,\qquad
2\varepsilon^1_{XY}=\partial_Xu_Y=-\frac{\sigma_{kt}}{G}\,kh\quad(z=0).
\]

Thus \(\delta W=-B(\theta_k)kh\), with

\[
B(\theta_k)=\frac{2(1+\nu)}{E}\left[(1-\nu)\sigma_{kk}^2+\sigma_{kt}^2\right].
\]

To find the maximum, put \(q=c^2\). The squared length of the stress vector is \(\sigma_{kk}^2+\sigma_{kt}^2=\sigma_0^2[q+\nu^2(1-q)]\), so the bracket equals \(\sigma_0^2f(q)\) with

\[
f=q+\nu^2(1-q)-\nu[\nu+(1-\nu)q]^2 .
\]

Its derivative is

\[
f'=(1-\nu^2)-2\nu(1-\nu)[\nu+(1-\nu)q]\ \ge\ (1-\nu)(1+\nu-2\nu)=(1-\nu)^2>0,
\]

because the square bracket does not exceed 1. Hence \(B\) is largest at \(q=1\), where the wavevector lies along \(x\) and \(B\) returns to the value in (d). A separate three-dimensional calculation for \(\nu=0.3\) gives \(BE/\sigma_0^2=1.820\) at \(0^\circ\), 1.087 at \(45^\circ\) and 0.164 at \(90^\circ\).

## (f) What are the threshold stress and the onset wavelength?

**Question.** Find the smallest \(|\sigma_0|\) at which some ripple costs no energy, and the wavelength of that ripple.

**Solution.** A small disturbance is a sum of sinusoidal ripples, whose energies add at second order. The interface is stable if each of them costs energy. By (e) it suffices to examine wavevectors along \(x\). A ripple is neutral when

\[
B=\gamma k+\frac{\Delta\rho\,g}{k}
=2\sqrt{\gamma\Delta\rho\,g}+\left(\sqrt{\gamma k}-\sqrt{\frac{\Delta\rho\,g}{k}}\right)^2 .
\]

The square vanishes when \(\gamma k=\Delta\rho\,g/k\). The first ripple to become neutral therefore has

\[
k_c=\sqrt{\frac{\Delta\rho\,g}{\gamma}}=\frac1\ell,\qquad
\lambda_c=2\pi\ell=2\pi\sqrt{\frac{\gamma}{\Delta\rho\,g}},
\]

where \(\ell\) is the capillary length. Setting \(2(1-\nu^2)\sigma_c^2/E=2\sqrt{\gamma\Delta\rho\,g}\) gives

\[
\boxed{\;\sigma_c^2=\frac{E\sqrt{\gamma\,\Delta\rho\,g}}{1-\nu^2}\;}
\]

The flat interface is linearly stable for \(|\sigma_0|<\sigma_c\) and unstable for \(|\sigma_0|>\sigma_c\). Tension and compression are equivalent at this order because \(\sigma_0\) enters squared; the couplings dropped in (b) are odd in \(\sigma_0\) and separate them only by a relative amount of order \(\sigma_0/E\). The elastic constants affect the threshold but not the onset wavelength: the elastic gain per \(k\) is the same for all \(k\), so gravity and capillarity alone decide which ripple is cheapest.

At threshold \(W_0=B/4=\tfrac12\sqrt{\gamma\Delta\rho\,g}\). The recession of part (b) is then

\[
h_0=-\frac12\sqrt{\frac{\gamma}{\Delta\rho\,g}}=-\frac{\ell}{2}.
\]

The limits show what each restoring force does.

- As \(g\to0\), \(\sigma_c\) falls as \(g^{1/4}\) and \(\lambda_c\) grows without bound. At \(g=0\) any stress makes ripples with \(k<B/\gamma\) unstable in an infinitely deep crystal. In a finite one the deep-solid result fails once \(1/k_c=\lambda_c/(2\pi)\), the depth scale of the elastic field, is comparable with the thickness.
- As \(\gamma\to0\), \(\sigma_c\) and \(\lambda_c\) both vanish, and the continuum description fails at small wavelengths.
- As \(\Delta\rho\to0\), the condition \(|\theta|\ll\Delta\rho/\rho_s\) eventually fails. For \(\Delta\rho<0\) gravity itself destabilizes long ripples, even without stress.

## (g) How large are these quantities?

**Question.** Evaluate the threshold for the model values \(E=10\) GPa, \(\nu=0.3\), \(\gamma=0.03\ \mathrm{J/m^2}\), \(\rho_s=1100\ \mathrm{kg/m^3}\), \(\rho_l=1000\ \mathrm{kg/m^3}\) and standard gravity.

**Solution.** Here \(\Delta\rho\,g=100\times9.80665=980.7\ \mathrm{N/m^3}\), so

\[
\ell=\sqrt{\frac{0.03}{980.7}}\ \mathrm{m}=5.53\ \mathrm{mm},\qquad
\lambda_c=2\pi\ell=34.8\ \mathrm{mm}.
\]

With \(\sqrt{\gamma\Delta\rho\,g}=5.424\ \mathrm{J/m^3}\),

\[
\sigma_c=\sqrt{\frac{10^{10}\times5.424}{0.91}}\ \mathrm{Pa}=0.244\ \mathrm{MPa}.
\]

A search over wavenumber, using the numerical energy of ripples with \(ka=0.005\), gives \(0.24414\) MPa at \(180.80\ \mathrm{m^{-1}}\), matching the formulas to these digits.

The ratio \(\sigma_c/E=2.4\times10^{-5}\) confirms that the strain is small. The elastic energy density is \(2.71\ \mathrm{J/m^3}\), and, with the melt pressure at \(z=0\) held fixed, the interface recedes by 2.77 mm before it ripples. The dilation, \(1.3\times10^{-5}\), is far below \(\Delta\rho/\rho_s=0.091\), so the buoyancy is safe. The crystal must be much thicker than \(1/k_c=5.5\) mm.

The assumption of uniform temperature is demanding. A temperature that rises upward with gradient \(G_T\) adds \(LG_T/T_m\) to \(\Delta\rho\,g\), where \(L\) is the latent heat per unit volume and \(T_m\) the melting temperature. For \(L=10^8\ \mathrm{J/m^3}\) and \(T_m=300\) K this term equals \(\Delta\rho\,g\) at only \(3\times10^{-3}\) K/m, and at 1 K/m it raises the threshold to about 1 MPa and shortens the onset wavelength to about 2 mm. The crystal must also stay elastic: if it creeps near its melting point faster than the ripples grow, the stress relaxes first.

## (h) What happens just above threshold?

**Question.** Suppose the interface moves by local linear kinetics, \(\partial h/\partial t=-M\,\delta F/\delta h\) with constant \(M>0\). Find the unstable band and the fastest ripple.

**Solution.** Part (d) gives \(h\propto e^{\omega t}\) with \(\omega=M(Bk-\gamma k^2-\Delta\rho\,g)\). Let \(s=(\sigma_0/\sigma_c)^2\). Then \(B=2s\sqrt{\gamma\Delta\rho\,g}=2s\gamma k_c\) and \(\Delta\rho\,g=\gamma k_c^2\), so

\[
\omega=-M\gamma\left(k^2-2sk_ck+k_c^2\right)
=M\gamma\left[k_c^2(s^2-1)-(k-sk_c)^2\right].
\]

For \(s>1\) the growing ripples lie between

\[
k_\pm=k_c\left(s\pm\sqrt{s^2-1}\right),
\]

and the fastest has \(k=sk_c\). The mobility \(M\) sets the rate but not the threshold or the band. As \(s\to1\) the band closes on \(k_c\), and the growth rate goes to zero.

At \(\sigma_0=1.1\,\sigma_c\), \(s=1.21\) and \(\sqrt{s^2-1}=0.681\). With \(k_c=180.8\ \mathrm{m^{-1}}\), the edges are \(95.6\) and \(341.9\ \mathrm{m^{-1}}\), or wavelengths of 65.7 and 18.4 mm. The fastest ripple has \(k=218.8\ \mathrm{m^{-1}}\) and a wavelength of 28.7 mm. It is already shorter than the onset value of 34.8 mm, so a wavelength seen well above threshold should not be read as \(\lambda_c\). The numerical energies reproduce both band edges to about 3 parts in \(10^5\).

A constant \(M\) requires that latent heat be carried away quickly. If heat conduction limits the rate instead, the effective mobility is \(M=\kappa T_mk/L^2\), with \(\kappa\) the sum of the two thermal conductivities. The threshold and the band are unchanged, but the fastest ripple moves to \(k=k_c\left(2s+\sqrt{4s^2-3}\right)/3\), which is \(247.7\ \mathrm{m^{-1}}\), or 25.4 mm, at \(\sigma_0=1.1\,\sigma_c\). With \(\kappa=1\ \mathrm{W/(m\,K)}\), \(L=10^8\ \mathrm{J/m^3}\) and \(T_m=300\) K its growth time is about ten years.

These results describe the first growth of small ripples. They do not give the final depth of the grooves, and they do not exclude an instability to disturbances of finite size below \(\sigma_c\); both questions need terms beyond second order in \(a\).

## Computed results

```
Young's modulus E = 10.0 GPa
Poisson ratio nu = 0.30
interface energy gamma = 0.030 J/m^2
solid density = 1100 kg/m^3
melt density = 1000 kg/m^3
density difference = 100 kg/m^3
gravity g = 9.80665 m/s^2
drho*g = 980.665 N/m^3
sqrt(gamma*drho*g) = 5.4240 J/m^3
ripple slope ka in elastic test = 0.010
ripple slope ka in wavenumber search = 0.005
surface stress harmonic/(sigma ka), numerical = -1.99980
elastic energy*E k/(sigma ka)^2, numerical = -0.45497
same energy coefficient, formula = -0.45500
gravity drive/(drho g h), compressible phases = 1.000020
B*E/sigma^2 at 0 degrees, Ritz = 1.82000
B*E/sigma^2 at 15 degrees, Ritz = 1.73294
B*E/sigma^2 at 30 degrees, Ritz = 1.47761
B*E/sigma^2 at 45 degrees, Ritz = 1.08745
B*E/sigma^2 at 60 degrees, Ritz = 0.64951
B*E/sigma^2 at 75 degrees, Ritz = 0.29863
B*E/sigma^2 at 90 degrees, Ritz = 0.16380
capillary length = 5.5310 mm
onset wavenumber, formula = 180.801 1/m
onset wavenumber, numerical = 180.801 1/m
onset wavelength, formula = 34.752 mm
threshold stress, formula = 0.24414 MPa
threshold stress, numerical = 0.24414 MPa
threshold sigma_c/E = 2.441e-05
elastic energy density at threshold = 2.7120 J/m^3
flat-interface level shift at threshold = -2.7655 mm
elastic dilation at threshold = 1.270e-05
relative density difference drho/rho_s = 0.09091
stress ratio sigma/sigma_c above onset = 1.10
s = (sigma/sigma_c)^2 = 1.210
lower band edge, formula = 95.598 1/m
lower band edge, numerical = 95.601 1/m
upper band edge, formula = 341.939 1/m
upper band edge, numerical = 341.930 1/m
longest unstable wavelength = 65.725 mm
shortest unstable wavelength = 18.375 mm
fastest wavenumber, formula = 218.769 1/m
fastest wavenumber, numerical = 218.766 1/m
fastest wavelength = 28.721 mm
```
